# Half the Fundamental Is Not the Zero-Point Energy: the Quartic Well

A calculated barrier for the hop of a light atom through a solid needs a zero-point correction: the vibrational ground-state energy at the saddle is added and that at the stable site is subtracted. If a spectrum gives the site's fundamental $F$, one must decide whether $F/2$ may be entered as the zero-point energy of each vibration. For a harmonic well it may. For a well with a quartic term it generally may not, and the error goes straight into the barrier.

## A counter-example: hydrogen in an octahedral site

Take one coordinate $x$ of a hydrogen atom of mass $m$ in the well

$$V(x)=\tfrac12 m\omega^2x^2+\lambda x^4,\qquad \lambda>0 .$$

Energies are counted from the bottom of the well, $V(0)=0$. The levels are $E_0,E_1,E_2,\dots$, and the fundamental is $F=E_1-E_0$. The frequency $\omega$ belongs to the curvature at the bottom; it is not $F/\hbar$. The error under study is

$$D=\frac F2-E_0 .$$

The parameters are round: $\hbar\omega=60$ meV and $\lambda=5000$ eV/nm$^4$. With $\hbar^2/m=0.041477$ meV nm$^2$, the mean square displacement in the harmonic ground state is

$$a=\frac{\hbar}{2m\omega}=\frac{\hbar^2/m}{2\hbar\omega}=\frac{0.041477}{120}\ \text{nm}^2=3.456\times10^{-4}\ \text{nm}^2 ,$$

an rms displacement of 0.0186 nm. The energy scale of the quartic term is

$$\lambda a^2=(5\times10^{6}\ \text{meV/nm}^4)(3.456\times10^{-4}\ \text{nm}^2)^2=0.597\ \text{meV}.$$

Diagonalizing the Hamiltonian on a grid, without perturbation theory, gives

$$E_0=31.598,\qquad E_1=97.576,\qquad E_2=168.620\ \text{meV}.$$

Hence $F=97.576-31.598=65.978$ meV and $F/2=32.989$ meV, so that

$$D=32.989-31.598=1.391\ \text{meV}.$$

Half the fundamental is too large by 4.4 % of the true zero-point energy. One such well is enough to refute the general rule. Using the harmonic value $\hbar\omega/2=30$ meV instead would err by 1.598 meV in the other direction.

## The general statement

For weak $\lambda>0$,

$$D=3\lambda a^2-102\,\frac{(\lambda a^2)^2}{\hbar\omega}+\dots,\qquad a=\frac{\hbar}{2m\omega}. \tag{1}$$

To first order, half the fundamental is therefore too large by $3\lambda(\hbar/2m\omega)^2$. The first term suffices when the second is much smaller, that is, when $34\lambda a^2/\hbar\omega\ll1$.

## Proof

From the definition,

$$D=\frac{E_1-E_0}{2}-E_0=\frac{E_1-3E_0}{2}. \tag{2}$$

Half the fundamental is the zero-point energy if and only if $E_1=3E_0$. The harmonic levels $\hbar\omega/2$ and $3\hbar\omega/2$ satisfy this. A perturbation preserves it only if it shifts the two levels in the ratio 3:1.

**First order.** Let $|n\rangle$ be the harmonic states. The ladder operators give $x=\sqrt a\,(b+b^\dagger)$, so

$$x|n\rangle=\sqrt a\left[\sqrt n\,|n-1\rangle+\sqrt{n+1}\,|n+1\rangle\right].$$

Applying $x$ again and collecting terms,

$$x^2|n\rangle=a\left[\sqrt{n(n-1)}\,|n-2\rangle+(2n+1)|n\rangle+\sqrt{(n+1)(n+2)}\,|n+2\rangle\right]. \tag{3}$$

Since $x^2$ is Hermitian, $\langle n|x^4|n\rangle$ is the squared norm of this vector:

$$\langle n|x^4|n\rangle=a^2\left[n(n-1)+(2n+1)^2+(n+1)(n+2)\right]=3a^2(2n^2+2n+1). \tag{4}$$

The factors multiplying $a^2$ are 3, 15 and 39 for $n=0,1,2$; integration over the oscillator wavefunctions gives the same numbers. The first-order shifts are thus $3\lambda a^2$ for the ground state and $15\lambda a^2$ for the first excited state. Their ratio is 5:1, not 3:1, because the broader excited state reaches further into the steep parts of the quartic wall. Consequently

$$E_0=\frac{\hbar\omega}2+3\lambda a^2,\qquad F=\hbar\omega+12\lambda a^2,\qquad \frac F2=\frac{\hbar\omega}{2}+6\lambda a^2,$$

and subtraction leaves $D=3\lambda a^2$.

**Second order.** The shift of level $n$ is

$$E_n^{(2)}=\lambda^2\sum_{k\ne n}\frac{|\langle k|x^4|n\rangle|^2}{(n-k)\hbar\omega}.$$

Using (3) twice on the ground state,

$$x^4|0\rangle=a\,x^2\left(|0\rangle+\sqrt2\,|2\rangle\right)=a^2\left(3|0\rangle+6\sqrt2\,|2\rangle+2\sqrt6\,|4\rangle\right).$$

The denominators for $|2\rangle$ and $|4\rangle$ are $-2\hbar\omega$ and $-4\hbar\omega$, so

$$E_0^{(2)}=-\frac{(\lambda a^2)^2}{\hbar\omega}\left(\frac{72}{2}+\frac{24}{4}\right)=-42\,\frac{(\lambda a^2)^2}{\hbar\omega}.$$

For the first excited state,

$$x^4|1\rangle=a\,x^2\left(3|1\rangle+\sqrt6\,|3\rangle\right)=a^2\left(15|1\rangle+10\sqrt6\,|3\rangle+\sqrt{120}\,|5\rangle\right),$$

$$E_1^{(2)}=-\frac{(\lambda a^2)^2}{\hbar\omega}\left(\frac{600}{2}+\frac{120}{4}\right)=-330\,\frac{(\lambda a^2)^2}{\hbar\omega}.$$

Equation (2) gives the contribution to $D$: $(-330+3\times42)/2=-102$ in the same unit. This proves (1).

**How weak is weak?** In the example $34\lambda a^2/\hbar\omega=0.338$, which is not very small. First order gives $3\times0.5973=1.792$ meV, 29 % above the diagonalized 1.391 meV. The second-order term is $-102(0.5973)^2/60=-0.607$ meV and brings the estimate to 1.185 meV, 15 % below. With $\omega$ and $m$ held fixed, smaller quartic terms show the approach to the linear law:

| $\lambda$ (eV/nm$^4$) | $D$, diagonalized (meV) | $3\lambda a^2$ (meV) |
|---:|---:|---:|
| 50 | 0.01786 | 0.01792 |
| 500 | 0.1735 | 0.1792 |
| 5000 | 1.391 | 1.792 |

The excess of the linear law falls from 29 % to 3.3 % and then to 0.3 %.

## A cubic term can reverse the sign

The octahedral site of an undistorted face-centred cubic metal is a centre of inversion, so $V(x)=V(-x)$ and no cubic term appears. In a bond stretch, or at a site without inversion symmetry, a term $\kappa x^3$ may be present. Its first-order shift vanishes because $x^3$ is odd. For the second order, apply $x$ to (3). The coefficient of $|n+1\rangle$ in $x^3|n\rangle$, for instance, is

$$a^{3/2}\left[(2n+1)\sqrt{n+1}+(n+2)\sqrt{n+1}\right]=3a^{3/2}(n+1)^{3/2}.$$

In the same way, the coefficient of $|n-1\rangle$ is $3a^{3/2}n^{3/2}$, and those of $|n+3\rangle$ and $|n-3\rangle$ are $a^{3/2}\sqrt{(n+1)(n+2)(n+3)}$ and $a^{3/2}\sqrt{n(n-1)(n-2)}$. With denominators $\mp\hbar\omega$ and $\mp3\hbar\omega$, the shift in units of $\kappa^2a^3/\hbar\omega$ is

$$-9\left[(n+1)^3-n^3\right]-\tfrac13\left[(n+1)(n+2)(n+3)-n(n-1)(n-2)\right]$$

$$=-(27n^2+27n+9)-(3n^2+3n+2)=-(30n^2+30n+11). \tag{5}$$

This is $-11$ for $n=0$ and $-71$ for $n=1$. By (2) the contribution to $D$ is $(-71+33)/2=-19$. If $\lambda$ is of the order of $\kappa^2$, the leading result is

$$D=3\lambda a^2-19\,\frac{\kappa^2a^3}{\hbar\omega}. \tag{6}$$

It vanishes at $\lambda=19\kappa^2a/(3\hbar\omega)$. Since $a/\hbar\omega=1/(2m\omega^2)$, this is $\lambda=19\kappa^2/(6m\omega^2)$. To this order, half the fundamental is too small below that value, even though the quartic term is positive. When the anharmonic terms are stronger, higher orders shift the crossing.

The sign change was tested by diagonalization in units $\hbar=m=\omega=1$, with $\kappa=0.005$ and $\lambda=c\kappa^2$. The predicted crossing is at $c=19/6\approx3.17$. The computed $D/\kappa^2$ is $-0.122$ at $c=3.0$ and $+0.179$ at $c=3.4$, against $-0.125$ and $+0.175$ from (6).

The Morse well $V=D_e(1-e^{-\alpha x})^2$ is a case of the second kind. Its expansion is

$$V=D_e\alpha^2x^2-D_e\alpha^3x^3+\tfrac7{12}D_e\alpha^4x^4+\dots$$

The quadratic term fixes $D_e\alpha^2=m\omega^2/2=\hbar\omega/(4a)$. Writing $x_e=\alpha^2a$, one finds $\lambda a^2=\tfrac{7}{48}\hbar\omega x_e$ and $\kappa^2a^3/\hbar\omega=\tfrac1{16}\hbar\omega x_e$. Equations (4) and (5) then give the shift

$$\frac{\hbar\omega x_e}{16}\left[7(2n^2+2n+1)-(30n^2+30n+11)\right]=-\hbar\omega x_e\left(n+\tfrac12\right)^2. \tag{7}$$

The shifts of $E_0$ and $E_1$ are $-\tfrac14\hbar\omega x_e$ and $-\tfrac94\hbar\omega x_e$, so (2) yields $D=-\tfrac34\hbar\omega x_e$. For $x_e=0.02$ and $\hbar\omega=1$, diagonalization gives $D=-0.015000$, in agreement.

## What an overtone can and cannot repair

Suppose the overtone $O=E_2-E_0$ is also known. To the leading order used above, the levels have the form

$$E_n=\hbar\omega\left(n+\tfrac12\right)+B\left(n+\tfrac12\right)^2+C.$$

Then $F=\hbar\omega+2B$ and $O=2\hbar\omega+6B$, so $O-2F=2B$. The constant $C$ cancels from every transition energy, but it remains in the zero-point energy:

$$E_0=\frac{\hbar\omega}{2}+\frac B4+C,\qquad D=\frac F2-E_0=\frac{3B}{4}-C. \tag{8}$$

For the quartic well, (4) can be written $3\lambda a^2(2n^2+2n+1)=6\lambda a^2(n+\tfrac12)^2+\tfrac32\lambda a^2$. Thus $B=6\lambda a^2$, $C=\tfrac32\lambda a^2$ and $D=(O-2F)/4$. For the Morse well, (7) gives $C=0$ and $D=3(O-2F)/8$. The sign of $O-2F$ tells these two wells apart: it is positive for the quartic well with $\lambda>0$ and negative for the Morse well. It does not settle the correction in general. With cubic and quartic terms both present, (4) and (5) give $B=6\lambda a^2-30\kappa^2a^3/\hbar\omega$, whereas $D$ is the different combination (6). Wells with the same $F$ and $O$ can therefore have different zero-point energies, and the correction requires knowledge of the shape of the well.

In the example $O=137.022$ meV and $O-2F=5.066$ meV. The quartic rule gives $E_0\approx32.989-5.066/4=31.72$ meV, which is 0.12 meV too high. The Morse rule, listed in the output for comparison, would give 31.09 meV, which is 0.51 meV too low; the positive $O-2F$ already excludes a Morse well. Both rules are derived for a single coordinate. When three equivalent directions are coupled, the levels with two quanta split and mix, so a measured overtone cannot simply be inserted into them.

If the curvature at the bottom has been calculated, another estimate is available for a purely quartic correction. At first order $E_0$ lies midway between $\hbar\omega/2$ and $F/2$, so $E_0\approx(\hbar\omega+F)/4$. The example gives $(60+65.978)/4=31.49$ meV, 0.10 meV too low. This needs a calculated $\omega$ consistent with the measured $F$, since an error in $\hbar\omega$ enters with weight one quarter.

## Three directions and the hopping rate

The atom vibrates in three equivalent directions. If they are independent, the error in the site energy is $3D=4.174$ meV. Coupling of the form $\mu(x^2y^2+y^2z^2+z^2x^2)$ changes this at the same order as $\lambda$. From (3), $\langle x^2\rangle$ is $a$ in the ground state and $3a$ after one excitation. The coupling therefore shifts the ground state by $3\mu a^2$, and the state with one quantum along $x$ by $(3+3+1)\mu a^2=7\mu a^2$. The three such states do not mix at first order, because the coupling is even in each coordinate. Hence $F=\hbar\omega+12\lambda a^2+4\mu a^2$, and the total error is

$$\frac{3F}{2}-E_{000}=(18\lambda+6\mu)a^2-(9\lambda+3\mu)a^2=(9\lambda+3\mu)a^2. \tag{9}$$

Here $E_{000}$ is the ground-state energy in three dimensions, and the harmonic parts have cancelled.

An overestimated site energy makes the corrected barrier too low and the rate too high. In transition-state theory the rate is inversely proportional to the site partition function. Let the saddle be treated identically in both estimates. For independent directions, the rate obtained from $F/2$ divided by the rate obtained from the true levels is

$$R=\left(\frac{q_{\rm true}}{q_{\rm half}}\right)^3,\qquad q_{\rm true}=\sum_n e^{-E_n/k_BT},\qquad q_{\rm half}=\frac{e^{-F/2k_BT}}{1-e^{-F/k_BT}}.$$

If the excited levels were equally spaced by $F$, the sums would differ only in their prefactors, and $R=e^{3D/k_BT}$. At 300 K, $k_BT=25.852$ meV and this estimate is $e^{4.174/25.852}=1.175$. The full sums give $R=1.171$. The small reduction comes mainly from the second excited level, which lies 5.066 meV above its equally spaced position and is therefore less populated. For independent directions the error in the rate is thus 17 %, while the energy error is 2.1 % of a 200 meV barrier.

## The model beside the real case

The fundamental of the example is of the size found for dilute hydrogen in palladium, where the fundamental is roughly 70 meV, the barrier about 0.2 eV and neighbouring octahedral sites about 0.28 nm apart. The well is a model, not a computed potential of palladium, and its anharmonicity is probably too weak for that metal. The error depends on how $F$ divides between curvature and quartic term. A quartic well with $F=69$ meV and $\hbar\omega=50$ meV has $D=3.9$ meV and $R\approx1.6$. One fitted to $F=69$ meV and an overtone of 156 meV, near the value reported from neutron spectra, has $\hbar\omega\approx36$ meV, $D\approx5.8$ meV and $R\approx1.9$. The 17 % found above therefore belongs to the example well and is not an estimate for palladium. The well describes only the neighbourhood of the site: it keeps rising with distance, so the 200 meV barrier is a separate input and does not follow from it. The states with two quanta lie about 230 meV above the bottom, beyond that barrier, so the small step from 1.175 to 1.171 is a property of the model well only. Of the simplifications tested here, the independence of the three directions matters most. Diagonalization in three dimensions, with $\omega$ and $\lambda$ fixed, changes the total error from 4.2 meV to 5.3 meV for $\mu=+\lambda$ and to 2.8 meV for $\mu=-\lambda$. The negative choice cancels the quartic rise along the cube diagonals, which lead towards the tetrahedral sites. If these total errors replace $3D$ in the estimate $e^{3D/k_BT}$, the rate at 300 K is too high by about 23 % and 11 %, respectively. These are two trial values, not bounds.

The other effects tested, at the sizes chosen, change the numbers less. A positive sextic term equal to a tenth of the quartic one at 0.05 nm raises $D$ by 0.13 meV per direction. Recoil of the host, represented by a single partner of 106 u at fixed potential, raises it by 0.012 meV. In a one-dimensional periodic barrier of 200 meV and period 0.28 nm, tunnelling broadens the two lowest levels by less than 0.001 meV, so it does not blur the fundamental in that model. The sinusoidal potential used there is softer at the bottom than the well of the example and has a negative quartic term, so these widths indicate only a scale. They say nothing about tunnelling through the barrier during a thermally activated hop, which would need its own correction to the rate. The rearrangement of the host around the hydrogen atom is also left out, and its effect has not been sized. The numerical output below lists the computed values for the example well.

## Computed results

```
DIMENSIONLESS TESTS (hbar = m = omega = 1)
limit of D/lambda: 0.74996
second-order coefficient, n=0: -41.97
second-order coefficient, n=1: -329.61
cubic part of D/kappa^2: -2.3747
D/kappa^2 at c=3.0: -0.1218
D/kappa^2 at c=3.4: 0.1787
Morse x_e: 0.0200, D: -0.015000
D/(O-2F), weak quartic: 0.2501
D/(O-2F), Morse: 0.3750
EXAMPLE: INPUTS
hbar omega: 60.0 meV
lambda: 5000 eV/nm^4
hydrogen mass: 1.67353e-27 kg
hbar^2/m: 0.041477 meV nm^2
a: 3.4564e-04 nm^2, sqrt(a): 0.01859 nm
<x^4>/a^2 for n=0,1,2: 3.0000, 15.0000, 39.0000
lambda a^2: 0.5973 meV
34 lambda a^2/(hbar omega): 0.338
EXAMPLE: LEVELS AND ERROR
E0, E1, E2: 31.598, 97.576, 168.620 meV
fundamental F: 65.978 meV, F/2: 32.989 meV
overtone O: 137.022 meV, O-2F: 5.066 meV
D by diagonalization: 1.391 meV
D first order: 1.792 meV
D through second order: 1.185 meV
D/E0: 4.40 %
grid shift of D: 4.6e-14 meV
lambda 50 eV/nm^4: D 0.01786, first order 0.01792 meV
lambda 500 eV/nm^4: D 0.17346, first order 0.17920 meV
lambda 5000 eV/nm^4: D 1.39143, first order 1.79203 meV
E0 from overtone, quartic rule: 31.723 meV
E0 from overtone, Morse rule: 31.089 meV
EXAMPLE: DIFFUSION RATE
T: 300 K, kT: 25.852 meV
error over three directions, 3D: 4.174 meV
3D/barrier: 2.09 %
rate too high by factor: 1.1710
ground-level estimate exp(3D/kT): 1.1752
excited share per direction: 7.68 %
EXAMPLE: NEGLECTED EFFECTS
three-direction error, mu=0: 4.174 meV
three-direction error, mu=+lambda: 5.347 meV
three-direction error, mu=-lambda: 2.784 meV
basis shift of these: 4.8e-07 meV
sextic = 0.1 quartic at 0.05 nm: D +0.130 meV
host mass: 106 u, recoil: D +0.0119 meV
barrier: 200 meV, site spacing: 0.28 nm
tunnel band widths, n=0,1: 1.4e-05, 8.6e-04 meV
```
